# Quantum-Coloured Noise for Classical Spin Dynamics: Planck Magnons and Bloch's Law

A classical spin integrator produces magnons with Planck occupation if its thermal field has the spectrum

$$P_\xi(\omega)=\frac{2\alpha k_BT}{\hbar S}\,\theta\!\left(\frac{\hbar|\omega|}{k_BT}\right),\qquad \theta(x)=\frac{x}{e^x-1}. \tag{1}$$

Here $\alpha$ is the Gilbert damping and $S$ the spin length. The statement holds for weak damping and to leading order in $1/S$. At finite damping the occupation acquires an algebraic high-energy tail. For gapless quadratic magnons in three dimensions, this tail leaves Bloch's exponent $3/2$ intact but multiplies the prefactor by $\exp(\tfrac12\operatorname{arsinh}\alpha)$.

The noise can be generated during the run by a short chain of linear stochastic equations. One spin and one such equation already contain the main ideas.

## One spin by hand

Let a unit vector $\mathbf s$ precess in a field along $z$, with angular frequency $\omega_0$. Fields are measured as angular frequencies, and

$$\dot{\mathbf s}=-\mathbf s\times(\omega_0\hat z+\boldsymbol\xi)+\alpha\,\mathbf s\times\dot{\mathbf s}.$$

The components of $\boldsymbol\xi$ are independent and Gaussian. For small deviations $s_z\approx1$, and to first order

$$\dot s_x=-\omega_0s_y+\xi_y-\alpha\dot s_y,\qquad \dot s_y=\omega_0s_x-\xi_x+\alpha\dot s_x.$$

Add $i$ times the second equation to the first. With $\psi=s_x+is_y$ and $\xi=\xi_x+i\xi_y$,

$$(1-i\alpha)\dot\psi=i\omega_0\psi-i\xi. \tag{2}$$

For a Fourier component $e^{i\omega t}$ this becomes $(\omega-\omega_0-i\alpha\omega)\psi_\omega=-\xi_\omega$. The spectrum of $\xi$ is $2P_\xi$, because two independent components contribute.

One magnon lowers the spin projection by one unit. Since $S(1-s_z)\approx S|\psi|^2/2$, the magnon number is $n=S\langle|\psi|^2\rangle/2$. Inserting (1) gives

$$n=\frac S2\int\frac{d\omega}{2\pi}\frac{2P_\xi(\omega)}{(\omega-\omega_0)^2+\alpha^2\omega^2}.$$

With $x=\hbar\omega/k_BT$ and $x_0=\hbar\omega_0/k_BT$,

$$n(x_0,\alpha)=\frac{\alpha}{\pi}\int_{-\infty}^{\infty}\frac{\theta(|x|)\,dx}{(x-x_0)^2+\alpha^2x^2}. \tag{3}$$

Completing the square, the denominator is $(1+\alpha^2)[(x-x_c)^2+w^2]$, where

$$x_c=\frac{x_0}{1+\alpha^2},\qquad w=\frac{\alpha x_0}{1+\alpha^2}.$$

The integral of $1/[(x-x_c)^2+w^2]$ is $\pi/w$. Two cases follow.

- For white noise, $\theta=1$ and $n=1/x_0$ for every $\alpha>0$. This is equipartition, $\hbar\omega_0n=k_BT$, and it confirms the prefactor in (1).
- For quantum noise, $n$ is $1/x_0$ times the average of $\theta(|x|)$ over a Cauchy distribution with centre $x_c$ and half-width $w$. As $\alpha\to0$ the distribution narrows onto $x_0$, so $n\to\theta(x_0)/x_0=1/(e^{x_0}-1)$.

The spin thus samples the noise near its own frequency. The integrator remains classical; the quantum statistics enter through the spectrum.

## One auxiliary process by hand

Use the dimensionless time $\tau=k_BTt/\hbar$, whose conjugate frequency is $x$. Drive one variable by unit white noise $\eta$:

$$\frac{dz}{d\tau}=a(\eta-z).$$

A Fourier component obeys $(ix+a)z_x=a\eta_x$, so the output spectrum is $1/(1+x^2/a^2)$. If this replaced $\theta$, the weak-damping occupation would be

$$n=\frac{1}{x_0(1+x_0^2/a^2)}.$$

It is classical at small $x_0$ and suppressed at large $x_0$, but it falls as $x_0^{-3}$ rather than exponentially. More stages are needed.

The numerical update shows how simple each stage is. Hold $\eta=g/\sqrt\delta$ constant during a step $\delta$, where $g$ is a standard normal number. Solving the linear equation over the step gives

$$z_{m+1}=e^{-a\delta}z_m+(1-e^{-a\delta})\frac{g_m}{\sqrt\delta}.$$

The variance $1/\delta$ gives the held noise unit spectral density at low frequency.

A second kind of stage changes the spectrum by a limited amount. Let its input be $u$, with $dp/d\tau=a(u-p)$, and let its output be $(a/b)u+(1-a/b)p$. Its transfer function is

$$\frac ab+\frac{1-a/b}{1+ix/a}=\frac{1+ix/b}{1+ix/a}.$$

For $a<b$, its squared modulus falls from 1 at low frequency to $(a/b)^2$ at high frequency.

## The chain for the quantum spectrum

The target can be factorized. Since $e^x-1=2e^{x/2}\sinh(x/2)$ and $\sinh u=u\prod_{m\ge1}[1+u^2/(\pi m)^2]$,

$$\theta(|x|)=e^{-|x|/2}\prod_{m=1}^{\infty}\left[1+\left(\frac{x}{2\pi m}\right)^2\right]^{-1}.$$

Each factor in the product is the spectrum of a low-pass stage. The exponential has a cusp at $x=0$, whereas the spectrum of a finite chain of damped stages is a smooth rational function of $x^2$. A finite chain must therefore approximate $\theta$.

Six equal low-pass stages and three pole-zero stages in series, driven by one white noise, have the spectrum

$$F(x)=G^2\left(1+\frac{x^2}{A^2}\right)^{-6}\prod_{j=1}^{3}\frac{1+x^2/b_j^2}{1+x^2/a_j^2}. \tag{4}$$

It is positive for any real parameters. Fitting $\ln F$ to $\ln\theta$ for $0.01\le x\le8$ gives $A=7.24471$, $G=0.997220$ and

- $a_j=0.06953,\;0.38688,\;1.51704$;
- $b_j=0.07113,\;0.42846,\;2.39307$.

The largest error on the fitting grid is 2.1% of $\theta$. At $x=2$ the factors can be multiplied by hand: $G^2=0.994$, the six low-pass stages give $0.644$, and the three remaining stages give $0.956$, $0.822$ and $0.620$. Their product is $0.312$, while $\theta(2)=0.313$.

To implement the chain, collect the nine internal variables in a vector $\mathbf z$. Each stage takes the preceding output as input, so

$$\frac{d\mathbf z}{d\tau}=M\mathbf z+\mathbf d\,\eta,\qquad y=\mathbf c\cdot\mathbf z.$$

The low-pass stages come first, so white noise never reaches the output directly. The update for held input is

$$\mathbf z_{m+1}=e^{M\delta}\mathbf z_m+\left(\int_0^\delta e^{Mr}dr\right)\mathbf d\,\frac{g_m}{\sqrt\delta}.$$

Both coefficients are computed once per temperature and step size. Every Cartesian component at every site has its own $\mathbf z$ and its own random numbers.

The conversion to physical time needs care. The process $y$ has spectrum $\theta$ with respect to $\tau$, and $dt=(\hbar/k_BT)d\tau$, so its spectrum with respect to $t$ is $(\hbar/k_BT)\theta$. Setting $\xi=Cy$ and matching (1) requires $C^2\hbar/k_BT=2\alpha k_BT/\hbar S$, hence

$$\xi=\frac{k_BT}{\hbar}\sqrt{\frac{2\alpha}{S}}\;y.$$

The ideal variance is finite:

$$\langle y^2\rangle=\int_{-\infty}^{\infty}\frac{dx}{2\pi}\theta(|x|)=\frac1\pi\frac{\pi^2}{6}=\frac\pi6\approx0.524.$$

The generated noise gave 0.523. Its periodogram was tested in five bands centred between $x=0.5$ and $6$; the largest deviation from the target was below 3%.

## From one spin to a lattice

On a simple cubic lattice with exchange $J$ and field gap $h$, the field at site $i$ is

$$\mathbf B_i=\frac1\hbar\left(JS\sum_{j\in i}\mathbf s_j+h\hat z\right),$$

where the sum runs over six neighbours. To first order its $z$ component is $(6JS+h)/\hbar$, and its transverse part is $JS\sum_j\psi_j/\hbar$. The steps that led to (2) now give

$$(1-i\alpha)\dot\psi_i=\frac i\hbar\left[(6JS+h)\psi_i-JS\sum_{j\in i}\psi_j\right]-i\xi_i.$$

Define $\psi_{\mathbf k}=N^{-1/2}\sum_i e^{-i\mathbf k\cdot\mathbf r_i}\psi_i$, with lattice spacing 1. The neighbour sum becomes $2\sum_a\cos k_a\,\psi_{\mathbf k}$. Each mode obeys (2), with

$$\hbar\omega_{\mathbf k}=h+2JS\sum_{a=x,y,z}(1-\cos k_a).$$

The transform is unitary, so the noise in each mode has the same spectrum as at each site. Equation (3) therefore applies mode by mode, and the reduction of the spin projection per site is $\Delta=S(1-\langle s_z\rangle)\approx N^{-1}\sum_{\mathbf k}n_{\mathbf k}$.

Zero-point noise is left out of (1). This suits the present ferromagnet, whose fully aligned state is its ground state and has no zero-point spin reduction.

For integration, write $\mathbf B'=\mathbf B+\boldsymbol\xi$. Taking $\mathbf s\times$ the equation of motion, with $\mathbf s\cdot\dot{\mathbf s}=0$, gives $\mathbf s\times\dot{\mathbf s}=-\mathbf s\times(\mathbf s\times\mathbf B')-\alpha\dot{\mathbf s}$. Substitution back yields

$$\dot{\mathbf s}=-\frac{\mathbf s\times\mathbf B'+\alpha\,\mathbf s\times(\mathbf s\times\mathbf B')}{1+\alpha^2}.$$

One time step then consists of these operations:

1. Keep the noise from the end of the previous step.
2. Advance the auxiliary chain twice by half a step, obtaining noise at the midpoint and the end.
3. Take one fourth-order Runge–Kutta step with these three values.
4. Restore each spin to unit length.

The filtered noise is continuous in time, so the equation is an ordinary differential equation for each noise path.

## What finite damping changes

For $x_0\gg1$ the resonance contributes an exponentially small amount, but the noise at $|x|$ up to a few units still drives the spin off resonance. When $x_0$ is much larger than this, the denominator in (3) is close to $x_0^2$ over that range. Expanding for small $\alpha$,

$$\frac1{(x-x_0)^2}=\frac1{x_0^2}\left(1+\frac{2x}{x_0}+\frac{3x^2}{x_0^2}+\cdots\right).$$

The odd term integrates to zero. With $\int\theta\,dx=\pi^2/3$ and $\int x^2\theta\,dx=2\pi^4/15$ over the whole axis, the excess over Planck is

$$n-\frac1{e^{x_0}-1}\simeq\frac{\pi\alpha}{3x_0^2}\left(1+\frac{6\pi^2}{5x_0^2}\right). \tag{5}$$

At $x_0=40$ the bracket is 1.007, as found numerically. For $\alpha=0.05$ the occupation is twice the Planck value already at $x_0=6.4$. Lower damping moves this crossover upward, at the cost of slower sampling.

This tail also limits the accuracy required of the filter at high frequency. Beyond the fitted range (4) exceeds $\theta$, by a factor 1.18 at $x=10$ and 3.2 at $x=15$, but it falls as $x^{-12}$. At $\alpha=0.05$ its resonant contribution $F(x_0)/x_0$ is 5% of (5) at $x_0=11$, and putting $F$ in place of $\theta$ in (3) changes the occupation there by about 1%. Because (5) is proportional to $\alpha$, this margin shrinks at lower damping. At $\alpha=0.001$ the same replacement raises the occupation by more than 20% at $x_0=11$ and 13, so the fitted range must then be extended.

## Bloch's law

For $h=0$ and small $k$, $\hbar\omega=JSk^2$. Let $t=k_BT/JS$. Then $k^2=tx$ and $k^2dk=\tfrac12t^{3/2}\sqrt x\,dx$, so

$$\Delta=\frac1{2\pi^2}\int k^2n\,dk=\frac{t^{3/2}}{4\pi^2}\int_0^\infty\sqrt x\,n(x,\alpha)\,dx. \tag{6}$$

Since $n$ depends only on $x$ and $\alpha$, the exponent is $3/2$ for any fixed damping. The tail is harmless to convergence because $\sqrt x/x^2$ is integrable at infinity. For Planck occupation the integral is $\tfrac{\sqrt\pi}{2}\zeta(3/2)$, which gives $\Delta=\zeta(3/2)(t/4\pi)^{3/2}$.

To find the prefactor at finite $\alpha$, insert (3) and integrate over $x_0$ first. Scaling $x_0=|x|u$ gives $|x|^{-1/2}g_\pm$ for positive and negative $x$, with

$$g_\pm=\frac\alpha\pi\int_0^\infty\frac{\sqrt u\,du}{(u\mp1)^2+\alpha^2}=\frac1\pi\operatorname{Im}\int_0^\infty\frac{\sqrt u\,du}{u-z},\qquad z=\pm1+i\alpha.$$

Split the integrand as $\sqrt u/(u-z)=u^{-1/2}+z/[\sqrt u(u-z)]$. With a finite upper cutoff the first term is real and drops out. In the second, $u=v^2$ and the residue at $v=\sqrt z$ give $\int_0^\infty du/[\sqrt u(u-z)]=i\pi/\sqrt z$. Therefore $g_\pm=\operatorname{Re}\sqrt z$.

Let $\sqrt{1+i\alpha}=p+iq$, so that $p^2-q^2=1$ and $2pq=\alpha$. Then $\sqrt{-1+i\alpha}=q+ip$, and $g_++g_-=p+q$. Because

$$(p+q)^2=p^2+q^2+2pq=\sqrt{1+\alpha^2}+\alpha=e^{\operatorname{arsinh}\alpha},$$

the Planck integral is multiplied by $e^{\frac12\operatorname{arsinh}\alpha}$. Direct integration agrees: the factor is 1.025 at $\alpha=0.05$ and 1.554 at $\alpha=1$.

The lattice adds a correction to the power law. Expand the Planck function as $\sum_m e^{-mx}$ and average over each $k_a$. In the infinite lattice,

$$\Delta_{\rm Planck}=\sum_{m=1}^{\infty}e^{-mh/k_BT}\left[e^{-2m/t}I_0(2m/t)\right]^3,$$

where $I_0$ is the modified Bessel function. For large $v$, $e^{-v}I_0(v)\simeq(2\pi v)^{-1/2}[1+1/(8v)]$. Cubing this with $v=2m/t$ gives, at low temperature,

$$\Delta_{\rm Planck}\simeq\left(\frac t{4\pi}\right)^{3/2}\sum_m\frac{e^{-mh/k_BT}}{m^{3/2}}\left(1+\frac{3t}{16m}\right). \tag{7}$$

At $h=0$ and $t=0.1$ these two terms agree with the full sum to 0.03%. Between $t=0.02$ and $0.04$ the full sum has a local exponent of 1.503.

## A simulated magnet

The model has $10^3$ spins with periodic boundaries, $\alpha=0.05$, $S=10$ and $JS=5$ meV. The large $S$ keeps the dynamics near the linear regime. Choosing $h=k_BT$ suppresses finite-size effects, while the exponential in (7) stays independent of temperature. The leading power is therefore still $3/2$.

At the highest temperature, $t=1.6$ or 93 K, the time step is $0.05\times131.64=6.6$ fs. The occupations averaged over modes in each energy interval are:

| $x$ | simulation | eq. (3) | Planck | white noise |
|---|---:|---:|---:|---:|
| 1–2 | 0.287 | 0.286 | 0.286 | 0.698 |
| 3–4 | 0.0333 | 0.0329 | 0.0294 | 0.281 |
| 5–6 | 0.0068 | 0.0067 | 0.0045 | 0.179 |
| 6–7 | 0.0034 | 0.0035 | 0.0018 | 0.152 |

The last column is a simulation with the same integrator and white noise; it follows the interval averages of $1/x$ to within 6%. The quantum run follows (3), including the excess over Planck at high energy. Planck occupation itself is the $\alpha\to0$ limit of that verified formula, not the high-energy result at this damping.

The spin reduction needs an error estimate. For a weakly damped Gaussian mode, $|\psi_{\mathbf k}|^2$ has correlations decaying as $e^{-2\alpha\omega_{\mathbf k}t'}$ with time separation $t'$. Averaging over a long time $T_s$ gives $n_{\mathbf k}$ the variance $n_{\mathbf k}^2/(\alpha\omega_{\mathbf k}T_s)$. Adding independent modes gives the errors below.

| $t$ | simulated $\Delta$ | eq. (3) | Planck |
|---|---:|---:|---:|
| 0.5 | 0.0043 ± 0.0002 | 0.0044 | 0.0038 |
| 0.9 | 0.0114 ± 0.0003 | 0.0116 | 0.0102 |
| 1.6 | 0.0312 ± 0.0005 | 0.0311 | 0.0286 |

At $t=1.6$, finite damping raises the predicted reduction by $0.03109/0.02863-1=8.6\%$. The factor of 1.025 does not apply here, because it was derived for a quadratic band without a gap.

A power-law fit to the simulated reductions gives an exponent of 1.71, compared with 1.68 from (3), 1.74 from Planck occupation and 0.79 from Rayleigh–Jeans occupation. The Planck exponent exceeds $3/2$ because these temperatures are not low enough to neglect the departure of the band from quadratic form, whose first effect is the positive term in (7). The simulation thus verifies the occupations and their sum; the exponent $3/2$ follows from that sum at low temperature.

The restriction to leading order in $1/S$ matters for short spins. Between $x=4$ and 6, the ratio of simulated to linear occupation is 1.00 for $S=10$ but 1.09 for $S=1$. The $S=1$ value comes from one short run, which does not separate magnon interactions from the products of noise and spin deviation omitted in (2). The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Lattice side 10 sites; damping 0.05; S=10; JS=5 meV; gap h=kT
Conversions: JS/kB = 58.023 K; hbar/JS = 131.64 fs
Filter: 6 equal low-pass stages, rate 7.24471 kT/hbar
Filter pole rates (kT/hbar): 0.06953 0.38688 1.51704
Filter zero rates (kT/hbar): 0.07113 0.42846 2.39307
Filter amplitude gain (dimensionless): 0.997220
Largest relative fit error, x=0.01 to 8: 2.118 %
Generated noise: x, measured spectrum, target (dimensionless)
  0.5  0.76730  0.76978
  1.0  0.58997  0.58447
  2.0  0.30898  0.31221
  4.0  0.07296  0.07483
  6.0  0.01465  0.01504
Noise variance: measured 0.52268, pi/6 0.52360
Finite-damping occupation is twice Planck at x = 6.396
Algebraic-tail ratio at x=40, alpha=0.2: 1.00745
Bloch prefactor: alpha, numerical factor, exp(asinh(alpha)/2)
  0.05  1.02530  1.02530
  0.20  1.10445  1.10445
  1.00  1.55377  1.55377
Gapless lattice sum / two-term Bloch series at t=0.1: 1.000290
Gapless lattice exponent, t=0.02 to 0.04: 1.50282
Run settings: t, T in K, sampling time and step in hbar/JS
  0.5  29.01  840  0.12
  0.9  52.22  300  0.10
  1.6  92.84  120  0.05
Spin reduction per site: t, simulation, std error, finite-alpha, Planck, RJ
  0.5  0.00428  0.00016  0.00441  0.00379  0.09696
  0.9  0.01144  0.00028  0.01160  0.01021  0.15705
  1.6  0.03120  0.00053  0.03109  0.02863  0.24171
Reduction exponent: simulation 1.707, finite-alpha 1.679
Reduction exponent: Planck 1.738, Rayleigh-Jeans 0.785
Occupations at t=1.6: x range, quantum run, finite-alpha, Planck, white run, RJ
  1-2  0.28738  0.28559  0.28584  0.69782  0.66202
  2-3  0.08901  0.09025  0.08715  0.39968  0.39282
  3-4  0.03333  0.03288  0.02944  0.28068  0.28017
  4-5  0.01455  0.01449  0.01158  0.21843  0.22279
  5-6  0.00678  0.00674  0.00450  0.17905  0.18403
  6-7  0.00344  0.00351  0.00181  0.15241  0.15756
Simulation/linear theory, x=4 to 6: S=10 1.0032, S=1 1.0867
```
